# Longitudinal Magnetoconductivity and Planar Hall Effect from Internode Pumping in Weyl Metals

## 1. What dimensions and symmetry fix

A Weyl node of chirality $\chi=\pm1$ has the Hamiltonian $H=\chi\hbar v\,\boldsymbol\sigma\cdot\mathbf k$. Electrons have charge $-e$, and the chemical potential lies at $\mu>0$ above the node. Suppose that parallel electric and magnetic fields move electrons between nodes of opposite chirality, and that a node's excess density decays in a time $\tau_v$.

The excess is a scalar linear in $\mathbf E$, and to lowest order in $\mathbf B$ isotropy leaves $\chi\,\mathbf E\cdot\mathbf B$. The factor $\chi$ is needed because $\mathbf E\cdot\mathbf B$ changes sign under inversion, which also exchanges the chiralities. An isotropic excess can drive a current only along $\mathbf B$, again with a factor $\chi$. The product is $\mathbf j\propto\tau_v\mathbf B(\mathbf E\cdot\mathbf B)$, with $\chi^2=1$, so the nodes add.

The charge enters as $e^2$ from current and force, and as $eB$ from the magnetic field. Set $\sigma_a=C\,e^2(eB)^2\tau_v v^a\mu^c\hbar^d$. In energy $\mathcal E$, length $L$ and time $T$, $\sigma/e^2$ has dimension $\mathcal E^{-1}L^{-1}T^{-1}$ and $eB$ has $\mathcal E\,T L^{-2}$. Matching powers gives

- length: $-4+a=-1$, so $a=3$;
- time: $2+1-a+d=-1$, so $d=-1$;
- energy: $2+c+d=-1$, so $c=-2$.

Hence

$$\sigma_a=C\,\frac{e^4v^3B^2\tau_v}{\hbar\mu^2}.$$

The number $C$, and the absence of the intranode scattering time $\tau$, remain to be shown. SI units suit this problem, with energies in meV.

## 2. Simplest case: both fields along $z$

Let $\boldsymbol\pi=\hbar\mathbf k+e\mathbf A$. Then $[\pi_x,\pi_y]=-i\hbar eB$, and $\pi_-=\pi_x-i\pi_y$ satisfies $[\pi_-,\pi_-^\dagger]=2i[\pi_x,\pi_y]=2\hbar eB>0$. It is therefore a lowering operator. A spinor $(0,\psi)$ with $\pi_-\psi=0$ obeys

$$H\begin{pmatrix}0\\ \psi\end{pmatrix}=\chi v\begin{pmatrix}\pi_-\psi\\-\hbar k_z\psi\end{pmatrix}
=-\chi\hbar vk_z\begin{pmatrix}0\\ \psi\end{pmatrix}.$$

This chiral Landau level crosses $\mu$ once. The other levels follow from $H^2=v^2(\boldsymbol\pi^2+\hbar eB\sigma_z)$: they are $\pm v\sqrt{\hbar^2k_z^2+2n\hbar eB}$, even in $k_z$.

The force gives $\hbar\dot k_z=-eE$. For $\chi=+1$ the energy of an electron in the chiral level rises, and electrons pass upward through $\mu$. Each level has $eB/h$ states per area and $dk_z/2\pi$ states per length, with $h=2\pi\hbar$. The other levels gain at one crossing what they lose at the other. Thus

$$\frac{dn_\chi}{dt}=\chi\frac{e^2EB}{4\pi^2\hbar^2}-\frac{\delta n_\chi}{\tau_v}.$$

With equal numbers of nodes of each chirality, the total charge does not change. In the steady state $\delta n_\chi=\chi e^2EB\tau_v/(4\pi^2\hbar^2)$.

When many levels are filled, the smoothed density of states per node is that of a sphere:

$$g=\frac{4\pi k^2}{8\pi^3}\frac{dk}{d\varepsilon}=\frac{\mu^2}{2\pi^2\hbar^3v^3},\qquad \delta\mu_\chi=\frac{\delta n_\chi}{g}.$$

The shift $\delta\mu_\chi$ adds $(eB/h)\,\delta\mu_\chi/(hv)$ electrons per volume to the chiral level. Their charge is $-e$ and their velocity $-\chi v$, so they carry the current density $\chi e^2B\,\delta\mu_\chi/h^2$. The other levels carry none, since their velocities cancel between $k_z$ and $-k_z$. For $N_p$ node pairs,

$$\sigma_a=2N_p\left(\frac{e^2B}{4\pi^2\hbar^2}\right)^2\frac{\tau_v}{g}
=\frac{N_p\,e^4v^3B^2\tau_v}{4\pi^2\hbar\mu^2}.$$

So $C=N_p/4\pi^2$. The sign is positive because the same chirality factor enters pumping and current.

**Opposite limit.** The $n=1$ level leaves $\mu$ when $v\sqrt{2\hbar eB}=\mu$. In terms of

$$b=\frac{e\hbar v^2B}{\mu^2}$$

this is $b=1/2$. At higher fields the chiral level alone supplies $g=eB/(h^2v)$. Then $\delta\mu_\chi=\chi eEv\tau_v$ and $\sigma_a=2N_pe^3vB\tau_v/h^2$, linear in $B$ at fixed $\tau_v$. The quadratic law thus needs $b\ll1$, and enough thermal or collisional broadening to smooth the Landau-level oscillations of $g$.

## 3. General directions: Berry curvature and motion

For tilted fields and for scattering within a node, a wave-packet description is more convenient. For $\chi=+1$ the upper state is $|u\rangle=(\cos\frac\vartheta2,\,e^{i\varphi}\sin\frac\vartheta2)$. Its Berry connection $i\langle u|\nabla_{\mathbf k}u\rangle$, integrated around a circle of latitude, gives $-2\pi\sin^2(\vartheta/2)$. This is minus half the enclosed solid angle $2\pi(1-\cos\vartheta)$. For $\chi=-1$ the upper state has the opposite spin and the sign reverses:

$$\boldsymbol\Omega=-\chi\frac{\hat{\mathbf k}}{2k^2},\qquad \oint\boldsymbol\Omega\cdot d\mathbf S=-2\pi\chi .$$

Since $\nabla\cdot\boldsymbol\Omega=0$ away from the node, the flux is the same for any closed surface around it. Numerical overlaps of eigenvectors on an off-centre ellipsoid confirm this, and give zero when the node lies outside.

The orbital moment is $\mathbf m=-\frac{ie}{2\hbar}\langle\nabla u|\times(H-\varepsilon)|\nabla u\rangle$. Only the lower state contributes, where $H-\varepsilon=-2\varepsilon$, so $\mathbf m=(e/\hbar)\varepsilon\boldsymbol\Omega$. The band energy becomes $\varepsilon-\mathbf m\cdot\mathbf B$. From here on $\varepsilon$ includes this shift, and $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$.

The equations of motion are

$$\dot{\mathbf r}=\mathbf v-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad
\hbar\dot{\mathbf k}=-e\mathbf E-e\dot{\mathbf r}\times\mathbf B .$$

Insert the second into the first and use $(\dot{\mathbf r}\times\mathbf B)\times\boldsymbol\Omega=\mathbf B(\dot{\mathbf r}\cdot\boldsymbol\Omega)-\dot{\mathbf r}(\mathbf B\cdot\boldsymbol\Omega)$. The first equation also gives $\dot{\mathbf r}\cdot\boldsymbol\Omega=\mathbf v\cdot\boldsymbol\Omega$. With $D=1+(e/\hbar)\mathbf B\cdot\boldsymbol\Omega$,

$$D\dot{\mathbf r}=\mathbf v+\frac e\hbar\mathbf E\times\boldsymbol\Omega+\frac e\hbar(\mathbf v\cdot\boldsymbol\Omega)\mathbf B .$$

Inserting the first into the second produces $e(\dot{\mathbf k}\times\boldsymbol\Omega)\times\mathbf B=e\boldsymbol\Omega(\dot{\mathbf k}\cdot\mathbf B)-e\dot{\mathbf k}(\boldsymbol\Omega\cdot\mathbf B)$. Since $\hbar\dot{\mathbf k}\cdot\mathbf B=-e\mathbf E\cdot\mathbf B$,

$$D\hbar\dot{\mathbf k}=-e\mathbf E-e\mathbf v\times\mathbf B-\frac{e^2}\hbar(\mathbf E\cdot\mathbf B)\boldsymbol\Omega .$$

Away from the node $\nabla_{\mathbf k}\cdot(D\dot{\mathbf k})=0$, because $\mathbf v$ is a gradient and $\boldsymbol\Omega$ has no divergence there. For uniform, static fields, $D\,d^3k/(2\pi)^3$ is therefore the conserved density of states.

## 4. The kinetic equation

At low temperature write $f=f_0(\varepsilon)+\varphi(\mathbf k)(-f_0')$. Let

$$\langle X\rangle=\int\frac{d^3k}{(2\pi)^3}\delta(\varepsilon-\mu)X,\qquad g=\langle D\rangle,\qquad \bar\varphi=\frac{\langle D\varphi\rangle}{g}.$$

Thus $\bar\varphi$ is the node's chemical-potential shift. The collision model relaxes $\varphi-\bar\varphi$ in the time $\tau$, conserving the node's density, and $\bar\varphi$ in the time $\tau_v$.

Multiply $\dot{\mathbf k}\cdot\nabla_{\mathbf k}f$ by $D$ and keep terms linear in $\mathbf E$. The electric terms acting on $f_0$ give $e\mathbf E\cdot\mathbf u\,(-f_0')$, where $\mathbf u=\mathbf v+(e/\hbar)(\mathbf v\cdot\boldsymbol\Omega)\mathbf B$. The magnetic force does not change $f_0$, since $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. Therefore

$$e\mathbf E\cdot\mathbf u-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\varphi
=-D\left[\frac{\varphi-\bar\varphi}{\tau}+\frac{\bar\varphi}{\tau_v}\right].$$

Now average over the Fermi surface. Integrated by parts, the Lorentz term contains $\nabla\cdot[\delta(\varepsilon-\mu)\mathbf v\times\mathbf B]$. This vanishes: $\nabla\delta(\varepsilon-\mu)$ is parallel to $\mathbf v$, and $\mathbf v\times\mathbf B$ has no divergence. For the rest, $d^3k\,\delta(\varepsilon-\mu)=dS/(\hbar|\mathbf v|)$, with $\mathbf v$ along the outward normal $\hat{\mathbf n}$:

$$\langle\mathbf v\rangle=\frac1{8\pi^3\hbar}\oint\hat{\mathbf n}\,dS=0,\qquad
\langle\mathbf v\cdot\boldsymbol\Omega\rangle=\frac{-2\pi\chi}{8\pi^3\hbar}=-\frac{\chi}{4\pi^2\hbar}.$$

Consequently $\langle\mathbf u\rangle=-\chi e\mathbf B/(4\pi^2\hbar^2)$, and the average of the kinetic equation, $e\mathbf E\cdot\langle\mathbf u\rangle=-g\bar\varphi/\tau_v$, gives

$$\bar\varphi=\chi\frac{e^2\tau_v}{4\pi^2\hbar^2g}\,\mathbf E\cdot\mathbf B .$$

The pumping rate $-e\mathbf E\cdot\langle\mathbf u\rangle$ agrees with the Landau-level count of section 2. A numerical test compares the Fermi-surface integral with diagonalized Landau levels: the net flow is $+1$ level for $\chi=+1$ and $-1$ for $\chi=-1$.

The Fermi-surface current is $-e\langle\mathbf u\varphi\rangle$. Its part from $\bar\varphi$ is $-e\langle\mathbf u\rangle\bar\varphi$, and summing over nodes gives

$$\sigma^a_{ij}=\tau_v\left(\frac{e^2}{4\pi^2\hbar^2}\right)^2B_iB_j\sum_{\rm nodes}\frac1g
\simeq\frac{N_pe^4v^3\tau_v}{4\pi^2\hbar\mu^2}B_iB_j .$$

To see whether $\tau_v$ hides elsewhere, set $\tilde\varphi=\varphi-\bar\varphi$ and eliminate $\bar\varphi/\tau_v$:

$$e\mathbf E\cdot\left(\mathbf u-\frac{D\langle\mathbf u\rangle}{g}\right)-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\tilde\varphi=-\frac{D\tilde\varphi}{\tau}.$$

No $\tau_v$ is left. In this collision model the separation is exact, and $\tau$ does not enter $\sigma^a_{ij}$. The moment affects it through $g$ alone. A scalar $g$ of an isotropic node has no term linear in $\mathbf B$, so the correction is of relative order $b^2$.

Two currents remain. The equilibrium current vanishes in the sum over chiralities, because $\mathbf u$ at $\mathbf k$ in one node is opposite to $\mathbf u$ at $-\mathbf k$ in its partner, at equal energy. The intrinsic current from $\mathbf E\times\boldsymbol\Omega$ is perpendicular to $\mathbf E$. I assume that the nodes are arranged so that its zero-field part, the anomalous Hall effect, cancels. The field-induced part is along $\mathbf E\times\mathbf B$, out of the plane considered next.

## 5. The planar Hall term, and an ordinary metal as a check

Let $\mathbf E=E\hat{\mathbf e}$ and $\hat{\mathbf B}=\cos\theta\,\hat{\mathbf e}+\sin\theta\,\hat{\mathbf n}$. The pumped current is $\sigma_aE\cos\theta\,\hat{\mathbf B}$, with components

$$j_e=\sigma_aE\cos^2\theta,\qquad j_n=\sigma_aE\sin\theta\cos\theta .$$

The transverse component is even in $\mathbf B$, unlike an ordinary Hall current.

To see what else appears in this geometry, switch off the Berry terms. Then $D=1$, $\mathbf u=v\hat{\mathbf k}$ and $\bar\varphi=0$. Try $\varphi=\hat{\mathbf k}\cdot\mathbf a$. Since $\mathbf v\times\mathbf B$ is tangent to the sphere of radius $k_F=\mu/\hbar v$,

$$(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\varphi=\frac v{k_F}(\hat{\mathbf k}\times\mathbf B)\cdot\mathbf a=\frac v{k_F}\hat{\mathbf k}\cdot(\mathbf B\times\mathbf a).$$

The kinetic equation becomes

$$\mathbf a-\beta\hat{\mathbf B}\times\mathbf a=-ev\tau\mathbf E,\qquad \beta=\frac{ev^2B\tau}{\mu}.$$

Along $\mathbf B$, $a_\parallel=-ev\tau E_\parallel$. Across it, using $\hat{\mathbf B}\times(\hat{\mathbf B}\times\mathbf E_\perp)=-\mathbf E_\perp$,

$$\mathbf a_\perp=-ev\tau\,\frac{\mathbf E_\perp+\beta\hat{\mathbf B}\times\mathbf E_\perp}{1+\beta^2}.$$

The angular average of $\hat k_i\hat k_j$ is $\delta_{ij}/3$, so each node carries $\mathbf j=-evg\mathbf a/3$. For $2N_p$ nodes,

$$\sigma_D=\frac{2N_pe^2v^2g\tau}{3}=\frac{N_pe^2\mu^2\tau}{3\pi^2\hbar^3v},\qquad
\sigma_\perp=\frac{\sigma_D}{1+\beta^2},\qquad \sigma_H=\frac{\beta\sigma_D}{1+\beta^2}.$$

Restoring the pumped part, $\sigma_\parallel=\sigma_D+\sigma_a$. The current is $\mathbf j=\sigma_\perp\mathbf E+(\sigma_\parallel-\sigma_\perp)\hat{\mathbf B}(\hat{\mathbf B}\cdot\mathbf E)+\sigma_H\hat{\mathbf B}\times\mathbf E$, and its planar transverse conductivity is

$$\sigma_{\rm planar}=\left[\sigma_a+\frac{\beta^2}{1+\beta^2}\sigma_D\right]\sin\theta\cos\theta .$$

The second term needs no Berry curvature, so the angular form alone does not identify pumping.

For the identical, isotropic nodes of this model, the resistivity separates the two. Across $\mathbf B$, inversion gives $\rho_\perp=\sigma_\perp/(\sigma_\perp^2+\sigma_H^2)$. Here $\sigma_\perp^2+\sigma_H^2=\sigma_D^2/(1+\beta^2)$, hence $\rho_\perp=1/\sigma_D$, without $\beta$. Along $\mathbf B$, $\rho_\parallel=1/(\sigma_D+\sigma_a)$. If $\theta$ now denotes the angle between the imposed current and $\mathbf B$,

$$\rho_{\rm planar}=(\rho_\parallel-\rho_\perp)\sin\theta\cos\theta
=-\frac{\sigma_a}{\sigma_D(\sigma_D+\sigma_a)}\sin\theta\cos\theta .$$

The minus sign expresses the lower resistivity along $\mathbf B$. With the Berry terms switched off, the numerical kinetic solution keeps its planar conductivity, while its planar resistivity vanishes to numerical accuracy.

## 6. What has been neglected

Dividing the two conductivities gives

$$\frac{\sigma_a}{\sigma_D}=\frac34\,b^2\,\frac{\tau_v}{\tau}.$$

Berry and moment corrections to intranode transport are an expansion in $\chi b$. Inversion exchanges the chiralities but leaves $\mathbf B$ and the conductivity tensor unchanged, so the odd terms vanish in each node. This leaves corrections of order $b^2\sigma_D$ for $\beta$ of order one. Relative to $\sigma_a$ these are of order $\tau/\tau_v$. Their coefficient depends on the scattering model, and along $\mathbf B$ they can oppose $\sigma_a$, so that for $\tau_v$ comparable to $\tau$ the total longitudinal magnetoconductance can become negative.

The field-induced intrinsic Hall conductivity is of order $(e^2k_F/\hbar)b$, or $b\hbar/(\mu\tau)$ relative to $\sigma_D$. It changes $\rho_\perp$ through its product with $\beta$. Since $\beta=b\mu\tau/\hbar$, that change is again of relative order $b^2$. This is an estimate; the numerical kinetic solution omits the intrinsic current.

The resistivity formula therefore requires $\tau_v\gg\tau$, besides $b\ll1$, $\mu\tau/\hbar\gg1$ and smoothed Landau-level oscillations.

It also requires that all carriers have the same $\beta$. If groups of carriers with different $\beta$ conduct in parallel, their Hall currents do not balance group by group, and $\rho_\perp$ exceeds $1/\sigma_D$ even without Berry terms. The planar resistivity then has the same sign as the pumping signal and can be as large. A planar resistivity alone is therefore no proof of pumping in a metal with several kinds of carriers. Linear response also needs $|\delta\mu_\chi|\ll\mu$. A uniform excess needs a sample much longer than the internode diffusion length $v\sqrt{\tau\tau_v/3}$, which is about 0.9 µm for the numbers of section 7. The growth of $\sigma_a$ as $\mu^{-2}$ cannot be followed to the node, where $b\ll1$ fails. If $\tau_v$ depends on field, $\sigma_a$ is no longer purely quadratic.

## 7. Numbers for a model metal

Take $N_p=2$, $v=3\times10^5$ m/s, $\mu=50$ meV, $\tau=0.5$ ps, $\tau_v=50$ ps and $B=1$ T. Then $b=0.0237$, $\mu\tau/\hbar=38$ and $\beta=0.90$. The field is weak for the band structure, yet it bends the orbits appreciably between collisions. At fixed $\mu$, the condition $b=1/2$ is reached at 21 T; at fixed carrier density $\mu$ moves with field, and the $n=1$ level empties at about 26 T.

For $E=100$ V/m along $\mathbf B$, the pumping rate is $5.85\times10^{30}$ m$^{-3}$s$^{-1}$ per node. Hence

$$\delta n_+=(5.85\times10^{30})(50\times10^{-12})=2.92\times10^{20}\ {\rm m^{-3}}.$$

Division by $g=1.64\times10^{22}$ meV$^{-1}$m$^{-3}$ gives $\delta\mu_+=0.018$ meV, far below $\mu$.

The Drude conductivity is $1.58\times10^5$ S/m. The ratio is $0.75\,(0.0237)^2\times100=0.042$, so $\sigma_a=6.66\times10^3$ S/m. The part proportional to $\tau_v$ in the full kinetic solution agrees with this to a relative $5\times10^{-5}$, within the expected order $b^2$.

At $\theta=30^\circ$ pumping contributes $4.99\times10^3$ S/m along $\mathbf E$ and $2.88\times10^3$ S/m across it. At $45^\circ$ both are $3.33\times10^3$ S/m. The Lorentz contribution to the planar conductivity at $45^\circ$ is $3.54\times10^4$ S/m, more than ten times larger. Their sum, $3.87\times10^4$ S/m, matches the kinetic solution. Reading this whole signal as pumping would overestimate $\tau_v$ by a factor of about 12, the ratio of the sum to the pumped part.

In resistivity the values are 6.324 µΩ m across $\mathbf B$ and 6.068 µΩ m along it. At $45^\circ$ the planar value is half their difference, $(6.068-6.324)/2=-0.128$ µΩ m. The kinetic solution gives $-0.127$ µΩ m. The discrepancy is about 0.6 percent of the planar value, consistent with neglected terms of order $\tau/\tau_v=0.01$. The omitted intrinsic Hall current and the choice of scattering model each shift the value by a similar amount, so the formula holds here to about one percent and the third digit is not fixed.

With the smoothed density of states, doubling the field to 2 T multiplies $\sigma_a$ by four, but the planar resistivity grows by a factor of 3.57, to $-0.456$ µΩ m. The denominator explains this: $\sigma_a/\sigma_D$ rises from 0.042 to 0.168, and $4\times1.042/1.168=3.57$. The quadratic law belongs to $\sigma_a$; the planar resistivity follows it while $\sigma_a\ll\sigma_D$. The numerical output gives the field series, also for the smoothed density of states. At low temperature, a collisional broadening of $\hbar/2\tau$ still leaves Landau-level oscillations of $g$ that change $\sigma_a$ by about $\pm0.5$ percent at 1 T and $\pm4$ percent at 2 T, so the digits quoted at both fields describe the smooth background only.

## Computed results

```
node pairs: 2
node velocity v: 3.000e+05 m/s
chemical potential mu: 50.0 meV
intranode time tau: 0.50 ps
internode time tau_v: 50.0 ps
magnetic field B: 1.00 T
electric field along B for the pumping example: 100 V/m
Fermi wavevector: 2.5321e+08 1/m
b = e hbar v^2 B/mu^2: 0.02370 (dimensionless)
mu tau/hbar: 37.98 (dimensionless)
beta = e v^2 B tau/mu: 0.9000 (dimensionless)
field where only the chiral level is left at mu: 21.10 T
Landau-level flow, chi=+1 and chi=-1: +1, -1 levels
density of states per node: 1.6449e+22 1/(meV m^3)
pumping rate per node: 5.8467e+30 1/(m^3 s)
excess density of the chi=+1 node: 2.9233e+20 1/m^3
chemical-potential shift of the chi=+1 node: 0.01777 meV
Drude conductivity sigma_D: 1.58129e+05 S/m
anomaly conductivity sigma_a: 6.65899e+03 S/m
sigma_a/B^2: 6.65899e+03 S/(m T^2)
sigma_a/sigma_D: 0.04211 (dimensionless)
tau_v part along B, kinetic solution: 6.65931e+03 S/m
field exponent of the tau_v part: 2.00020 (dimensionless)
theta=30 deg: anomaly along E 4.9942e+03 S/m
theta=30 deg: anomaly planar Hall 2.8834e+03 S/m
theta=45 deg: anomaly along E 3.3295e+03 S/m
theta=45 deg: anomaly planar Hall 3.3295e+03 S/m
Lorentz planar conductivity at 45 deg: 3.5382e+04 S/m
total planar conductivity at 45 deg, kinetic: 3.8688e+04 S/m
resistivity across B, 1/sigma_D: 6.3240 microohm m
resistivity along B: 6.0684 microohm m
B=0.5 T: sigma_a 1.6647e+03 S/m
B=0.5 T: planar Hall resistivity at 45 deg, formula -0.03294 microohm m
B=0.5 T: planar Hall resistivity at 45 deg, kinetic -0.03275 microohm m
B=1.0 T: sigma_a 6.6590e+03 S/m
B=1.0 T: planar Hall resistivity at 45 deg, formula -0.12777 microohm m
B=1.0 T: planar Hall resistivity at 45 deg, kinetic -0.12706 microohm m
B=2.0 T: sigma_a 2.6636e+04 S/m
B=2.0 T: planar Hall resistivity at 45 deg, formula -0.45584 microohm m
B=2.0 T: planar Hall resistivity at 45 deg, kinetic -0.45376 microohm m
without Berry terms, planar resistivity times sigma_D below 1e-9: True
```
